\section*{Energy-stable convex-splitting time steps for slope-selecting mound growth}

\section{What goes wrong}

A growing film with a step-edge barrier develops mounds, which coarsen slowly, while its shortest surface waves relax quickly. An explicit time step must resolve the fast relaxation even when the mounds hardly move. In the example below, one explicit Euler step of $0.2$ time units raises the Lyapunov functional from $275$ to about $6400$, although the differential equation can only lower it. Further steps of this size make the surface diverge: after five of them the functional exceeds $10^{100}$. The failure comes from the integrator, not from growth physics.

The scheme derived here lowers a discrete Lyapunov functional for every positive time step, including when its nonlinear equation is solved only to a suitable relative tolerance, given below. This guarantee concerns stability. The time step must still be chosen for accuracy.

\section{Model and Lyapunov functional}

Let $h(\mathbf x,t)$ be the height measured from the mean height of a film under uniform flux. The film has no overhangs, evaporation or deposition noise, and its boundaries are periodic. The barrier drives an uphill current $\nu\nabla h$ at small slope, which is the origin of the Villain instability. In the slope-selecting model this current vanishes at slope $m$:
\begin{equation}
\partial_t h=-\nabla\cdot\left[\nu\nabla h\left(1-\frac{|\nabla h|^2}{m^2}\right)\right]-K\Delta^2h,
\qquad \nu,K,m>0 .
\end{equation}
Measure length, time and height in
\begin{equation}
x_0=\sqrt{K/\nu},\qquad t_0=K/\nu^2,\qquad h_0=mx_0 .
\end{equation}
Then $\nu h_0/x_0^2=Kh_0/x_0^4=h_0/t_0$, so all coefficients become one:
\begin{equation}
\partial_t h=\nabla\cdot[(|\nabla h|^2-1)\nabla h]-\Delta^2h. \label{eq:pde}
\end{equation}
Scaled variables are used from here on. Define
\begin{equation}
E[h]=\int\left[\tfrac14(|\nabla h|^2-1)^2+\tfrac12(\Delta h)^2\right]d^2x .
\end{equation}
Its physical unit is $\nu m^2x_0^2$. It is a kinetic functional of a driven surface, not a thermodynamic free energy. For a variation $v$, periodic integration by parts gives
\begin{align}
\delta E&=\int[(|\nabla h|^2-1)\nabla h\cdot\nabla v+\Delta h\,\Delta v]\,d^2x\nonumber\\
&=\int v\{-\nabla\cdot[(|\nabla h|^2-1)\nabla h]+\Delta^2h\}\,d^2x .
\end{align}
The braces contain minus the right side of \eqref{eq:pde}. Setting $v=\partial_th$ yields $dE/dt=-\int(\partial_th)^2d^2x\le0$. A uniform flux adds a constant to $\partial_th$ and does not affect $E$, which depends on derivatives alone.

\section{Discrete operators}

On an $n\times n$ periodic grid of spacing $a$, let $\langle u,v\rangle=a^2\sum uv$ and $\|u\|^2=\langle u,u\rangle$. The gradient $G=(G_x,G_y)$ lives at cell centres:
\begin{equation}
(G_xh)_{i+\frac12,j+\frac12}=\frac{h_{i+1,j}-h_{i,j}+h_{i+1,j+1}-h_{i,j+1}}{2a},
\end{equation}
and $G_y$ follows by exchanging directions. Nodes and cells carry the same weight $a^2$, so the matrix transpose $G^T$ is the adjoint of $G$ and represents minus the divergence. Let $L=L^T$ be the five-point Laplacian. The discrete functional is
\begin{equation}
E_a[h]=a^2\sum\tfrac14(|Gh|^2-1)^2+\tfrac12\|Lh\|^2 .
\end{equation}
Repeating the variation with transposes in place of integration by parts gives its gradient,
\begin{equation}
g(h)=G^T[(|Gh|^2-1)Gh]+L^2h .
\end{equation}
For even $n$, $G$ does not see the checkerboard $(-1)^{i+j}$. $L$ does, with eigenvalue $-8/a^2$, so this mode is damped. The same $G$ and $L$ must appear in the functional and in the update. If they differ, the cancellations in the proof are lost.

\section{The scheme and its solvability}

Write $E_a=E_c-E_e$, with
\begin{equation}
E_c=a^2\sum\tfrac14(|Gh|^4+1)+\tfrac12\|Lh\|^2,\qquad E_e=\tfrac12\|Gh\|^2 .
\end{equation}
Both parts are convex: the Hessian of $|\mathbf p|^4/4$ is $|\mathbf p|^2I+2\mathbf p\mathbf p^T\ge0$, and the other terms are squares. The gradient of $E_c$ is taken at the new time and that of $E_e$ at the old time. With $\delta=h^+-h$,
\begin{equation}
\frac{\delta}{\tau}=-G^T(|Gh^+|^2Gh^+)-L^2h^++G^TGh+r. \label{eq:scheme}
\end{equation}
Here $r$ is the residual left by the solver, and $r=0$ defines the ideal step. That step is the stationary point of
\begin{equation}
J(u)=\frac{\|u\|^2}{2\tau}+E_c(u)-\langle b,u\rangle,\qquad b=\frac h\tau+G^TGh,
\end{equation}
because $\nabla J=0$ reads $u/\tau+G^T(|Gu|^2Gu)+L^2u=b$. The second derivative in direction $v$ is
\begin{equation}
\frac{\|v\|^2}{\tau}+a^2\sum\left[|Gu|^2|Gv|^2+2(Gu\cdot Gv)^2\right]+\|Lv\|^2\ge\frac{\|v\|^2}{\tau}. \label{eq:hess}
\end{equation}
Thus $J$ is strictly convex. Since $E_c\ge0$, we also have $J(u)\ge\|u\|^2/(2\tau)-\|b\|\|u\|$, which grows without bound. Hence there is one and only one ideal step for every $\tau>0$ and every $h$. In a numerical test, two unrelated starting guesses at $\tau=10$ led to the same surface within $4\times10^{-11}h_0$.

\section{Proof that the functional cannot increase}

At each cell let $\mathbf p=Gh^+$, $\mathbf q=Gh$ and $\mathbf d=\mathbf p-\mathbf q=G\delta$. From $|\mathbf q|^2=|\mathbf p|^2-2\mathbf p\cdot\mathbf d+|\mathbf d|^2$,
\begin{equation}
\mathbf p\cdot\mathbf d=\tfrac12(|\mathbf p|^2-|\mathbf q|^2+|\mathbf d|^2). \label{eq:pd}
\end{equation}
Put $A=|\mathbf p|^2$ and $B=|\mathbf q|^2$. Since $A+B=2A-(A-B)$,
\begin{align}
\tfrac14(A^2-B^2)&=\tfrac14(A-B)(A+B)\nonumber\\
&=\tfrac12A(A-B)-\tfrac14(A-B)^2\nonumber\\
&=|\mathbf p|^2\mathbf p\cdot\mathbf d-\tfrac12|\mathbf p|^2|\mathbf d|^2-\tfrac14(|\mathbf p|^2-|\mathbf q|^2)^2. \label{eq:quartic}
\end{align}
The last line uses \eqref{eq:pd} multiplied by $|\mathbf p|^2$. The quadratic terms obey
\begin{align}
-\tfrac12(|\mathbf p|^2-|\mathbf q|^2)&=-\mathbf q\cdot\mathbf d-\tfrac12|\mathbf d|^2,\label{eq:quad}\\
\tfrac12\|Lh^+\|^2-\tfrac12\|Lh\|^2&=\langle Lh^+,L\delta\rangle-\tfrac12\|L\delta\|^2. \label{eq:lap}
\end{align}
Now take the inner product of \eqref{eq:scheme} with $\delta$ and move the transposes:
\begin{equation}
a^2\sum(|\mathbf p|^2\mathbf p\cdot\mathbf d-\mathbf q\cdot\mathbf d)+\langle Lh^+,L\delta\rangle
=-\frac{\|\delta\|^2}{\tau}+\langle r,\delta\rangle. \label{eq:inner}
\end{equation}
The left side collects the first-order terms of \eqref{eq:quartic}--\eqref{eq:lap}. Summing those three identities over the grid therefore gives
\begin{align}
E_a[h^+]-E_a[h]={}&-\frac{\|\delta\|^2}{\tau}+\langle r,\delta\rangle-R,\label{eq:balance}\\
R={}&\tfrac12\|L\delta\|^2+\tfrac12\|G\delta\|^2\nonumber\\
&+a^2\sum\left[\tfrac12|\mathbf p|^2|\mathbf d|^2+\tfrac14(|\mathbf p|^2-|\mathbf q|^2)^2\right]\ge0.\nonumber
\end{align}
This is an identity, with no expansion in $\tau$. Let the solver stop when
\begin{equation}
\|r\|\le\theta\|\delta\|/\tau,\qquad0\le\theta<1. \label{eq:stop}
\end{equation}
The Cauchy--Schwarz inequality gives $\langle r,\delta\rangle\le\theta\|\delta\|^2/\tau$, and hence
\begin{equation}
\boxed{E_a[h^+]-E_a[h]\le-(1-\theta)\frac{\|\delta\|^2}{\tau}\le0.} \label{eq:main}
\end{equation}
Nothing links one step to the next, so $\tau$ may change freely.

If $\delta=0$, then \eqref{eq:stop} forces $r=0$ and \eqref{eq:scheme} gives $g(h)=0$: the functional stalls at stationary surfaces and nowhere else. Summing \eqref{eq:main} also gives $(1-\theta)\sum\|\delta\|^2/\tau\le E_a[h^0]$, because $E_a\ge0$. At fixed $\tau$ this implies $\delta\to0$ and $r\to0$. Adding and subtracting $G^TGh^+$ in \eqref{eq:scheme} gives
\begin{equation}
\left(\frac1\tau+G^TG\right)\delta=-g(h^+)+r, \label{eq:drag}
\end{equation}
so $g(h^+)\to0$ as well.

\section{Algorithm and cost}

\begin{verbatim}
input: h, tau, theta < 1
b = h/tau + G^T G h;  u = h
repeat
    s = b - u/tau - G^T(|Gu|^2 Gu) - L^2 u
    if norm(s) <= theta*norm(u-h)/tau: return u
    solve Hessian(J,u) w = s  by preconditioned CG
    c = 1
    while J(u+c*w) > J(u) - 1e-4*c*<s,w>:
        c = c/2
    u = u + c*w
\end{verbatim}
Here $s=-\nabla J(u)=-r$. Conjugate gradients (CG), started from zero on a positive definite system, return a $w$ with $\langle s,w\rangle>0$ even when truncated, so the line search has a descent direction. In floating-point arithmetic its comparison needs a small allowance for the rounding of $J$.

Starting from $u=h$ also conserves the mean height. Constants are annihilated by $G$ and $L$, so $s$ has zero sum initially. The CG corrections then have zero sum, and so do all later residuals.

Let $\Gamma$ and $\Lambda$ be the Fourier symbols of $G^TG$ and $-L$. With $s_x=(4/a^2)\sin^2(k_xa/2)$, $c_x=\cos^2(k_xa/2)$ and likewise for $y$,
\begin{equation}
\Lambda=s_x+s_y,\qquad \Gamma=s_xc_y+c_xs_y\le\Lambda .
\end{equation}
The preconditioner divides by $1/\tau+\bar c\,\Gamma+\Lambda^2$, where $\bar c$ is the grid average of $2|Gu|^2$. Its quality can be bounded. Let $P=\max|Gu|^2>0$. The slope term in \eqref{eq:hess} lies between $0$ and $3P\|Gv\|^2$, and $\Lambda^2+1/\tau\ge2\Lambda/\sqrt\tau$ gives $\bar c\,\Gamma\le\tfrac12\bar c\sqrt\tau(\Lambda^2+1/\tau)$. The preconditioned condition number is therefore at most
\begin{equation}
\left(1+\tfrac12\bar c\sqrt\tau\right)\max(1,3P/\bar c).
\end{equation}
For bounded $\tau$, $\bar c$ and $P/\bar c$ this does not grow as the grid is refined. One CG iteration costs $O(n^2)$ for the difference operators and $O(n^2\log n)$ for the Fourier transforms. Storage is $O(n^2)$.

\section{Accuracy and the limit of large steps}

Near a flat surface the cubic term drops out, and a Fourier mode is multiplied in each step by
\begin{equation}
\rho=\frac{1+\tau\Gamma}{1+\tau\Lambda^2}. \label{eq:rho}
\end{equation}
It grows if and only if $\Gamma>\Lambda^2$, whatever the value of $\tau$. The unstable band is thus the one of the semi-discrete equation, which becomes $0<k<1$ in the continuum. The rate is altered. Expanding the logarithm for small $\tau\Gamma$ and $\tau\Lambda^2$,
\begin{equation}
\frac{\ln\rho}{\tau}=(\Gamma-\Lambda^2)\left[1-\frac\tau2(\Gamma+\Lambda^2)\right]+O(\tau^2). \label{eq:lag}
\end{equation}
The continuum rate $k^2-k^4$ peaks at $k^2=1/2$, where it is $1/4$. There \eqref{eq:lag} predicts a relative slowing of $3\tau/8$, or $7.5\%$ at $\tau=0.2$.

Larger steps are much worse. For a wave of length $9.6x_0$ on a grid with $a=0.8$, the measured growth rate is $0.230/t_0$ at $\tau=0.2$ and $0.063/t_0$ at $\tau=10$, against $0.243/t_0$ without time discretization. Equation \eqref{eq:drag} shows the cause: compared with backward Euler, the splitting adds the drag $G^TG\delta$, which is stronger for shorter waves as long as the grid resolves them. Backward Euler is no remedy at $\tau=10$, however: its small-amplitude solution multiplies this wave by $1/(1-10\times0.243)=-0.70$ and so reverses its sign. The step is also no longer unique: from an amplitude of $10^{-3}h_0$ the nonlinear equation has further solutions of amplitude about $\pm1.07h_0$.

For $\tau\to\infty$ the term $1/\tau$ disappears from $J$. On surfaces of zero mean, $\|Lu\|^2$ alone keeps $J$ strictly convex, so the step tends to a finite displacement. Calling $\tau$ a huge time does not make the mounds evolve for that time. Small waves show this directly: as $\tau\to\infty$ the factor \eqref{eq:rho} tends to the finite value $\Gamma/\Lambda^2$ per step, whereas the equation without time discretization would multiply the wave by $e^{\tau(\Gamma-\Lambda^2)}$. Such steps can serve to descend towards a stationary surface, but not to measure a coarsening law.

In the nonlinear regime, comparison with an independent stiff integrator at $t=5$ gave rms height errors of $0.0167$, $0.0085$ and $0.0043h_0$ for $\tau=0.1$, $0.05$ and $0.025$. Each halving of $\tau$ nearly halves the error, as a first-order method should.

\section{Worked example}

Take the round model parameters $\nu=1\,\mathrm{nm^2/s}$, $K=25\,\mathrm{nm^4/s}$ and $m=0.2$. Then
\begin{equation}
x_0=\sqrt{25}=5\,\mathrm{nm},\quad t_0=25\,\mathrm s,\quad h_0=0.2\times5=1\,\mathrm{nm},
\end{equation}
and the unit of $E$ is $1\times0.2^2\times5^2=1\,\mathrm{nm^4/s}$. A $40\times40$ grid with $a=0.8$ covers $32x_0=160$ nm per side. The initial surface is weak random roughness. The lateral size is defined as $\ell=2\pi h_{\rm rms}/|Gh|_{\rm rms}$. For $\tau=0.2$ and $\theta=10^{-4}$:
\begin{center}
\begin{tabular}{rrrrr}
$t/t_0$ & $E_a$ & $h_{\rm rms}/h_0$ & median slope$/m$ & $\ell/x_0$\\
0 & 275.1 & 0.029 & 0.045 & 3.6\\
20 & 245.0 & 0.318 & 0.184 & 9.7\\
40 & 182.4 & 1.120 & 0.682 & 10.4\\
80 & 170.9 & 1.264 & 0.720 & 11.2
\end{tabular}
\end{center}
The functional fell in every step. The digits belong to this grid and time step and are not converged values. With very small steps and spectral derivatives on a finer grid, the interpolated initial surface gives $h_{\rm rms}/h_0=0.445$, $1.095$, $1.266$ and median slopes $0.275$, $0.683$, $0.725$ at $t=20$, $40$, $80$. The row at $t=20$ thus moves by $40$ to $50\%$ in these two columns, and the later rows by about $2\%$ or less. The last row corresponds to $80\times25=2000$ s, a roughness of $1.26$ nm and a lateral size of $11.18\times5=56$ nm. The box then spans fewer than three such lengths, so this single run cannot provide a coarsening exponent.

\subsection*{Why the slope is still below $m$}

The final median slope is $0.72m$. An estimate with a single wavenumber $k$ shows that a marked deficit is to be expected at this mound size. Let $S=\langle|\nabla h|^2\rangle$, where the brackets are here a spatial average. For one wavenumber, $\langle(\Delta h)^2\rangle=k^2S$. Write $\langle|\nabla h|^4\rangle=\kappa S^2$. Ridges, $\sin kx$, have $\kappa=(3/8)/(1/2)^2=3/2$. For the square pattern $\sin kx+\sin ky$ with unit slope amplitude, $S=1$ and $\kappa=3/8+3/8+2\times\tfrac14=5/4$. The energy per area and its minimum over $S$ are
\begin{equation}
e=\tfrac14-\tfrac12(1-k^2)S+\tfrac\kappa4S^2,\quad
S=\frac{1-k^2}{\kappa},\quad e_{\min}=\tfrac14-\frac{(1-k^2)^2}{4\kappa}.
\end{equation}
With $k=2\pi/11.18=0.562$, $1-k^2=0.684$. The rms slope $\sqrt S$ is then $0.68$ for ridges and $0.74$ for the square pattern, with $e=0.172$ and $0.156$. The computed surface has rms slope $2\pi\times1.264/11.18=0.71$ and $e=0.167$, between the two estimates. The actual pattern was not classified, and higher harmonics are neglected. Within this estimate the slope is held down both by its unevenness, $\kappa>1$, and by the curvature cost $k^2$. With the pattern held fixed, only the second effect weakens as the mounds widen: for $k\to0$ the estimate still gives $0.82$ for ridges and $0.89$ for the square pattern. This remaining deficit is a limit of the estimate, because a single wavenumber cannot form facets of constant slope. On a surface that does form them, $\kappa$ also falls towards one.

\subsection*{Reading the time-step error}

Repeating the run with $\tau=0.4$ changes the final energy by $0.32\%$ of its value at $\tau=0.2$. That agreement hides a larger error earlier: at $t=20$ the roughness is $0.260$ instead of $0.318$, which is $18\%$ lower. For the fastest continuum mode, \eqref{eq:rho} gives rates $0.218$ and $0.233$, hence an amplitude ratio $e^{-20\times0.0151}=0.74$, a deficit of $26\%$. Delayed linear growth thus has the right sign and order of magnitude. Applying \eqref{eq:rho} to all grid modes of the initial surface gives a deficit of $21\%$. The rest of the gap to $18\%$ comes from the cubic term, which by $t=20$ already holds back the more advanced run more strongly. The run at $\tau=0.2$ is itself delayed: against the continuum rate $0.25$, the same estimate gives an amplitude ratio of $e^{-20\times0.0174}=0.71$. This overstates the delay: for $\tau\to0$ on the same grid the roughness at $t=20$ is $0.396$, so the actual ratio is $0.80$. Late energies alone are a poor check of the time step.

The energy budget at $\tau=0.2$ contains a total drop of $104.2$ and $\sum\|\delta\|^2/\tau=81.4$. By \eqref{eq:balance}, the difference of $22.8$ is the accumulated $R$, apart from solver work of at most $10^{-4}\times81.4=0.008$. At $\tau=0.4$ the difference is $103.7-74.8=28.9$, so it does not halve with $\tau$. The main reason is the initial noise. A mode with $\tau\Lambda^2\gg1$ and $\Lambda^2\gg\Gamma$ is almost erased in one step. It loses about $\tfrac12\Lambda^2\|h\|^2$ but contributes only $\|h\|^2/\tau$ to the sum, a fraction $2/(\tau\Lambda^2)$. The initial energy exceeds the flat value $32^2/4=256$ by $19$, and most of this excess goes into $R$ at once: the first step alone contributes $16.3$ at $\tau=0.2$ and $17.5$ at $\tau=0.4$. The remainder, $6.5$ against $11.4$, comes much closer to halving with $\tau$.

\section{Failure modes}

\textbf{Explicit steps.} Explicit Euler multiplies a linear mode by $1+\tau(\Gamma-\Lambda^2)$. Decaying modes keep a factor of modulus at most one only if $\tau\le2/\max(\Lambda^2-\Gamma)=0.0128$ on this grid. The step $0.2$ in the opening example is about sixteen times larger. Since $\max\Lambda^2=64/a^4$ is reached at the checkerboard, where $\Gamma=0$, the limit is $a^4/32$: halving the spacing costs a factor of sixteen in the step.

\textbf{Loose or overly strict solves.} A test with $\theta=0.5$ and $\tau=1$ reached $\|r\|\tau/\|\delta\|=0.34$, and $E_a$ still fell in all twenty steps. A fixed absolute tolerance gives no such guarantee, because $\delta$ may become smaller than the tolerated error. Conversely, rounding leaves a residual that cannot be reduced further; a cautious estimate of its size is machine precision times $(1/\tau+64/a^4)\|h\|$, where the first term comes from rounding $h/\tau$ and matters only for very small steps. Very near a stationary surface, or at huge $\tau$, $\theta\|\delta\|/\tau$ can fall below that floor. The iteration should then stop and report stationarity to working precision. The theorem itself assumes exact arithmetic.

\textbf{Deposition noise.} A noise term $\eta$ on the right of \eqref{eq:scheme} adds $\langle\eta,\delta\rangle$ to \eqref{eq:balance}. This work has no upper bound of the form \eqref{eq:stop}, so monotonicity is lost. White noise of strength $D$ has variance $D/(\tau a^2)$ per node and step. With the deliberately strong value $D=0.1\,\mathrm{nm^4/s}$, switched on at the final surface, the first step received work $30.8$ and dissipated $24.5$, so $E_a$ rose by $6.3$. It rose in $12$ of $20$ steps. In a noisy run an increase is therefore no sign of a faulty integrator; the full balance, with $r+\eta$ in place of $r$, is the proper check.

\textbf{Other currents.} A further term $f$ in the growth law enters as $\langle f,\delta\rangle$ in the same way. Unless it derives from a functional that is included in $E_a$ and split into convex parts, the proof does not cover it. Coefficients that vary in time also change the functional between steps, and that change must be counted separately.

\section*{Calculated quantities}
\begin{verbatim}
Energy error ratio on halving grid spacing: 3.977
Relative gradient error: 1.8e-10
Largest height gap, two starting guesses: 3.2e-11 h0
Rough test surface, initial E: 8733.393
  tau=0.01 t0: E after 5 steps = 284.1326
  tau=1 t0: E after 5 steps = 89.6809
  tau=100 t0: E after 5 steps = 37.7238
  tau=10000 t0: E after 5 steps = 34.4638
Worst balance defect / initial E: 2.1e-16
Loose solves (theta=0.5, tau=1): largest |r|tau/|delta| = 0.342
Loose solves: largest energy change = -5.028e-01
  mode (2,0), tau=0.2: factor 1.047028, rate 0.22978, exact rate 0.24339 /t0
  mode (2,0), tau=10: factor 1.884122, rate 0.06335, exact rate 0.24339 /t0
  mode (1,1), tau=10: factor 2.128159, rate 0.07553, exact rate 0.16398 /t0
  mode (5,2), tau=10: factor 0.333078, rate -0.10994, exact rate -5.05491 /t0
  rms height error at t=5 t0, tau=0.1: 1.665e-02 h0
  rms height error at t=5 t0, tau=0.05: 8.490e-03 h0
  rms height error at t=5 t0, tau=0.025: 4.287e-03 h0
Last time-error ratio on halving tau: 1.980
nu=1 nm^2/s, K=25 nm^4/s, selected slope m=0.2
x0=5 nm, t0=25 s, h0=1 nm, energy unit=1 nm^4/s
Grid 40x40, spacing 0.8 x0, box 32 x0 = 160 nm
Run with tau=0.4 t0 (E, rms h/h0, median slope/m, length/x0):
  t=0: 275.0883, 0.0288, 0.0450, 3.557
  t=20: 248.4760, 0.2600, 0.1462, 9.775
  t=40: 182.5861, 1.1139, 0.6792, 10.357
  t=80: 171.4282, 1.2563, 0.7191, 11.127
  largest one-step energy change: -1.868e-03
  total E drop 103.6601; sum |delta|^2/tau 74.7787
Run with tau=0.2 t0 (E, rms h/h0, median slope/m, length/x0):
  t=0: 275.0883, 0.0288, 0.0450, 3.557
  t=20: 245.0119, 0.3180, 0.1841, 9.667
  t=40: 182.3532, 1.1198, 0.6819, 10.363
  t=80: 170.8734, 1.2637, 0.7200, 11.179
  largest one-step energy change: -8.654e-04
  total E drop 104.2150; sum |delta|^2/tau 81.4434
Final E difference between runs: 0.32 %
Final tau=0.2 run: t=2000 s, rms h=1.264 nm, length=55.90 nm
  median slope=0.1440, E=170.873 nm^4/s, E/area=0.1669 scaled
Explicit Euler, tau=0.2: E 275.088 -> 6.383e+03
Explicit linear step limit for decaying modes: 0.01280 t0
Noise strength 0.1 scaled = 0.1 nm^4/s
First noisy step: energy change 6.3294, noise work 30.7879
Noisy steps with rising E: 12 of 20
\end{verbatim}
